# Grain-Boundary Barrier in Polysilicon and Its Peak with Doping

## A grain with too few electrons

Consider a slab of n-type silicon between two parallel grain boundaries a distance $L$ apart. It contains $N$ donors per volume, spread uniformly and all ionized. Each boundary is a plane with $Q_t$ electron traps per area, neutral when empty and carrying charge $-q$ when full, where $q>0$. The film is a periodic row of such slabs, in equilibrium and without applied voltage.

Suppose first that there are few donors and that the traps are deep enough to take every electron. The grain then contains only the uniform positive charge density $qN$. Put $x=0$ at its centre. By symmetry the field vanishes there, and Gauss's law with permittivity $\varepsilon$ gives

$$E(x)=\frac{qNx}{\varepsilon}.$$

For $x>0$ the field points towards the negative boundary at $x=L/2$, so the electrostatic potential $\phi$ falls in that direction. Define the barrier as the positive voltage $V_B=\phi(0)-\phi(L/2)$. Then

$$V_B=\int_0^{L/2}\frac{qNx}{\varepsilon}\,dx=\frac{qNL^2}{8\varepsilon}.$$

An electron has potential energy $-q\phi$, so the boundary is a hill of height $qV_B$ for it. More donors make the hill higher, because both the positive charge in the grain and the negative charge on the boundary grow.

This case has a limit. One period contains one grain and one boundary, so $NL$ electrons per area must fit into $Q_t$ traps. The result holds for $NL\le Q_t$.

## More donors than traps

Now let $NL>Q_t$. The traps fill and $NL-Q_t$ electrons per area remain in the grain. In the depletion approximation these electrons keep a central core neutral and leave an empty layer of width $W$ beside each boundary.

Each boundary draws its electrons equally from the grains on its two sides. Neutrality therefore requires

$$2NW=Q_t,\qquad W=\frac{Q_t}{2N}<\frac L2 .$$

The field is zero in the core. At a distance $s$ into the depleted layer, measured from the core edge, it is $qNs/\varepsilon$. Hence

$$V_B=\int_0^W\frac{qNs}{\varepsilon}\,ds=\frac{qNW^2}{2\varepsilon}
=\frac{qN}{2\varepsilon}\,\frac{Q_t^2}{4N^2}=\frac{qQ_t^2}{8\varepsilon N}.$$

The charge on the boundary no longer grows, so neither does the field beside it, $qNW/\varepsilon=qQ_t/(2\varepsilon)$. Extra donors only shorten the distance over which this field acts, and the barrier falls.

## The peak

The two cases together are

$$V_B=\begin{cases}\dfrac{qNL^2}{8\varepsilon}, & NL\le Q_t,\\[2mm]\dfrac{qQ_t^2}{8\varepsilon N}, & NL\ge Q_t.\end{cases}$$

At $NL=Q_t$ both lines give the same value. At fixed $L$ and $Q_t$, the first rises in proportion to $N$ and the second falls as $1/N$. The maximum over doping is therefore at

$$N^*=\frac{Q_t}{L},\qquad V_{\max}=\frac{qQ_tL}{8\varepsilon}.$$

It is a corner: the logarithmic slope $d\ln V_B/d\ln N$ jumps from $+1$ to $-1$. Setting a derivative to zero would not find it.

The variable matters. If $N$ and $Q_t$ are fixed and $L$ grows, the barrier rises as $L^2$ until $L=Q_t/N$ and then stays constant, because a longer neutral core adds no voltage. The condition $NL=Q_t$ marks a peak in doping, but only the onset of saturation in grain size.

**Numbers.** Take $L=30$ nm, $Q_t=3\times10^{12}$ cm$^{-2}$ and relative permittivity 11.7, so $\varepsilon=1.036\times10^{-12}$ F/cm. Then

$$N^*=\frac{3\times10^{12}}{3\times10^{-6}}\ \text{cm}^{-3}=1\times10^{18}\ \text{cm}^{-3},$$

$$V_{\max}=\frac{(1.602\times10^{-19})(3\times10^{12})(3\times10^{-6})}{8(1.036\times10^{-12})}\ \text{V}=0.174\ \text{V}.$$

At 300 K, $kT=25.85$ meV, so the hill is $6.73\,kT$ high. At half the peak doping the first formula gives 87.0 mV, and at twice the peak doping the second gives the same.

## Does the peak need a sharp depletion edge?

The corner came from a core with a sharp edge. Real electrons spread thermally, so the claim should be tried without that edge. Let $n(x)$ be the density of free electrons, $\rho(x)=N-n(x)$ the net positive density, and $Q$ the trapped electrons per boundary area. Neutrality of half a grain reads

$$\int_0^{L/2}\rho\,dx=\frac Q2 .$$

Gauss's law gives $E(x)=(q/\varepsilon)\int_0^x\rho(x')\,dx'$. Integrating once more and exchanging the order of integration, each $x'$ contributes for all $x$ from $x'$ to $L/2$:

$$V_B=\frac q\varepsilon\int_0^{L/2}\left(\frac L2-x'\right)\rho(x')\,dx'.$$

Charge near the centre counts most, since its field acts over the longest path.

Next, $\rho$ cannot fall on the way outwards. For Boltzmann electrons $n=n_ce^{-w}$, where $n_c=n(0)$ and $w(x)=q[\phi(0)-\phi(x)]/kT$. Poisson's equation is

$$w''=\frac{q^2}{\varepsilon kT}\left(N-n_ce^{-w}\right),\qquad w(0)=w'(0)=0 .$$

If $n_c$ exceeded $N$, $w$ would turn negative, $n$ would rise further, and $\rho$ would be negative throughout. That contradicts $Q\ge0$. So $n_c\le N$, $w$ does not decrease outwards, $n$ does not increase, and $\rho$ does not decrease.

Write $h=L/2$ and $g(x)=h-x$. Since $g$ falls while $\rho$ does not, $[g(x)-g(y)][\rho(x)-\rho(y)]\le0$ for every pair of points. Integrating over both from 0 to $h$ gives

$$2h\int_0^h g\rho\,dx-2\int_0^h g\,dx\int_0^h\rho\,dx\le0 .$$

With $\int_0^h g\,dx=h^2/2$ and $\int_0^h\rho\,dx=Q/2$,

$$V_B\le\frac q\varepsilon\,\frac1h\,\frac{h^2}{2}\,\frac Q2=\frac{qQL}{8\varepsilon}\le\frac{qL}{8\varepsilon}\min(NL,Q_t).$$

The last step says that the traps can hold neither more electrons than exist nor more than there are traps.

For $N<N^*$ the right-hand side is below $V_{\max}$. For $N>N^*$ some electrons stay free. Equality would need uniform $\rho$, hence uniform $n$, but Boltzmann electrons in a nonzero field are not uniform. The barrier is again below $V_{\max}$. At $N=N^*$ with every electron trapped, $\rho=N$ and $V_{\max}$ is reached. For ideally filling traps, thermal spreading therefore does not move the peak.

Incomplete donor ionization does not spoil this argument. The ionized density falls where $n$ is large, so the net charge density still decreases with increasing $n$, which is all that the ordering used.

## The thermal correction to the height

The inequality protects the peak, but not the $1/N$ law beyond it. Multiply the equation for $w$ by $w'$ and integrate from the centre:

$$\frac{w'^2}{2}=\frac{q^2}{\varepsilon kT}\left[Nw-n_c\left(1-e^{-w}\right)\right].$$

At the boundary $w=qV_B/kT$ and $n_ce^{-w}=n_b$, the electron density there. The field is $(kT/q)w'=qQ/(2\varepsilon)$, so $w'^2/2=q^4Q^2/(8\varepsilon^2k^2T^2)$. Inserting this and multiplying by $\varepsilon k^2T^2/(q^3N)$ gives

$$\frac{qQ^2}{8\varepsilon N}=V_B-\frac{kT}{q}\,\frac{n_c-n_b}{N},$$

or

$$V_B=\frac{qQ^2}{8\varepsilon N}+\frac{kT}{q}\,\frac{n_c-n_b}{N}.$$

For the same trapped charge, the depletion formula is too low by at most $kT/q$. With no free electrons the correction vanishes. With a neutral core and a high barrier it approaches $kT/q$: electrons leaking from the core edge into the depleted layer leave positive charge behind, further from the boundary.

The full equation was solved numerically for the example at 300 K, with traps 0.56 eV below the conduction band, near midgap, and their occupation found self-consistently:

| $N$ (cm$^{-3}$) | depletion (mV) | full (mV) | $Q/Q_t$ |
|---|---|---|---|
| $2.5\times10^{17}$ | 43.5 | 43.5 | 0.250 |
| $5\times10^{17}$ | 87.0 | 87.0 | 0.500 |
| $1\times10^{18}$ | 174.0 | 173.5 | 0.998 |
| $2\times10^{18}$ | 87.0 | 110.1 | 1.000 |
| $4\times10^{18}$ | 43.5 | 67.3 | 1.000 |

Below the peak the simple formula is accurate here. Above it the full barrier is 26% and then 55% higher than the depletion value. At $2\times10^{18}$ cm$^{-3}$ the centre has $n_c/N=0.904$, and $n_b/n_c=e^{-110.05/25.85}=0.014$. The correction is $25.85\times0.904\times(1-0.014)=23.0$ mV, which accounts for the difference. The fall beyond the peak is therefore slower than $1/N$.

The low-temperature limit was tested by lowering $kT$ to 2 meV in the same equation, with the band density of states held fixed. Over these five dopings the largest departure from the depletion formula was 2.0 mV, that is, $kT/q$.

Grain size shows the same correction. At fixed $N=10^{18}$ cm$^{-3}$, the full barrier for $L=15$, 30, 60 and 120 nm is 43.5, 173.5, 199.0 and 199.8 mV. It saturates near $173.99+25.85=199.84$ mV, without a peak.

## How deep must the traps be?

"Fully filling" is a condition on energy. Let the trap level lie $D$ below the conduction-band edge at the boundary, and take a degeneracy factor of one. With effective density of states $N_c$, the boundary density $n_b$ fixes the distance from Fermi level to band edge. The Fermi occupation becomes

$$f=\frac{Q}{Q_t}=\frac{1}{1+n_1/n_b},\qquad n_1=N_ce^{-D/kT}.$$

Full traps need $n_b\gg n_1$. If the grain has a neutral core, $n_b=Ne^{-qV_B/kT}$, and the condition is

$$D-qV_B-kT\ln\frac{N_c}{N}\gg kT .$$

The rising barrier lifts the traps towards the Fermi level and so opposes their own filling. With $N_c=2.82\times10^{19}$ cm$^{-3}$, the two subtracted terms at the peak are $0.174+0.086=0.260$ eV. Midgap traps leave a margin of 0.30 eV, or $11.6\,kT$.

At the corner itself there is no neutral core. The solution has $n_c/N=5.1\times10^{-3}$ there, which costs $-\ln(5.1\times10^{-3})=5.3$ of those units. The remaining $6.3\,kT$ gives an empty fraction of about $e^{-6.3}=0.002$, as in the table. The corner is slightly rounded: the numerical maximum is 173.5 mV at $NL/Q_t=1.001$.

Traps only 0.20 eV deep fail the condition, since $0.20<0.260$. With everything else unchanged, the peak drops to 90 mV and moves to $NL/Q_t=1.29$. The bound $qQL/(8\varepsilon)$ still holds, because its derivation did not use the trap depth. It was tested for both depths at the five dopings. What is lost is the ability to reach it at $N^*$.

The occupation law also separates the highest barrier from the fewest electrons at the boundary. Solving it for $n_b$ gives $n_b=n_1f/(1-f)$. On the low-doping side $f\simeq NL/Q_t$, so $n_b$ rises with doping even while the barrier rises. In the example $n_b$ is about $1\times10^{10}$ cm$^{-3}$ at $N^*/2$, $6\times10^{12}$ at $N^*$ and $3\times10^{16}$ at $2N^*$. Filling the traps raises the Fermi level faster than the hill grows. The barrier peak is thus not a minimum of the electron density available for crossing the boundary. At $N^*/2$ and below, $n_b$ is no larger than about the intrinsic density, so holes at the boundary are about as numerous as electrons or more so, although their charge is too small to change the barrier.

## A grain closed on all sides

A slab meets boundaries on two faces. The opposite extreme can be modelled by a sphere of diameter $L=2R$ whose surface traps are each shared with a neighbour, so that $Q_t/2$ per area belongs to the grain. Full depletion with full traps requires

$$\frac{4\pi R^3}{3}N=4\pi R^2\,\frac{Q_t}{2}\quad\Rightarrow\quad N_s=\frac{3Q_t}{2R}=\frac{3Q_t}{L}.$$

The field in the depleted sphere is $qNr/(3\varepsilon)$, so $V_B=qNR^2/(6\varepsilon)=qNL^2/(24\varepsilon)$. At $N_s$ this equals $qQ_tL/(8\varepsilon)$, the slab value.

For $N>N_s$ a neutral core of radius $c=\gamma R$ remains, with $N(1-\gamma^3)=N_s$. The field outside it is $qN(r^3-c^3)/(3\varepsilon r^2)$, and integration from $c$ to $R$ gives

$$V_B=\frac{qNR^2}{6\varepsilon}\left(1-3\gamma^2+2\gamma^3\right).$$

Divide by the value at $N_s$ and use $1-3\gamma^2+2\gamma^3=(1-\gamma)^2(1+2\gamma)$ and $1-\gamma^3=(1-\gamma)(1+\gamma+\gamma^2)$:

$$\frac{V_B}{V_{\max}}=\frac{(1-\gamma)(1+2\gamma)}{1+\gamma+\gamma^2}=1-\frac{3\gamma^2}{1+\gamma+\gamma^2}\le1 .$$

So the peak is at $N_s$. A numerical search over doping, integrating the field directly, found it at $NL/Q_t=3.000$ with height 174.0 mV. The rule $NL=Q_t$ belongs to slab grains. What the two shapes share is that, at the peak, the donors in a grain equal its share of the traps.

## Beside a real silicon film

The example lies in the regime of fine-grained, n-doped silicon films, with grains of some tens of nanometres and boundary trap densities of a few $10^{12}$ cm$^{-2}$; these are rough typical values. Real grains are neither slabs nor equal. Between the two shapes above, the peak doping moves from $1\times10^{18}$ to $3\times10^{18}$ cm$^{-3}$. A cube of side $L$ holds 27 donors on average at $N^*$, and the sphere of diameter $L$ holds 42 at its peak, $3N^*$. Random placement gives spreads of 19% and 15% in these numbers. Treat each grain as uniformly doped at its own density. A sphere at its peak with 15% fewer donors then has a barrier 15% lower. With 15% more, the depletion formula gives 0.56 of the peak value, and thermal spreading at 300 K raises this to 0.74. The sphere is not every closed grain. In a cube the corners lie higher than the face centres and their traps fill late; with the same 0.56 eV traps the barrier from centre to face peaks near $2.9N^*$, at about 170 mV, and 10% fewer donors lower it by only about 4%. A mixture of grains therefore has a blunter maximum than one grain. Donors that segregate to the boundaries, a spread of trap energies and the scatter in trap number (an area $L^2$ of boundary holds only 27 traps on average) are also left out, and their effect is not sized here.

Current can also tunnel through the upper part of the hill. At $N^*$, at a distance $s$ from the boundary, the hill is $U(s)=qV_{\max}(1-2|s|/L)^2$. Take the WKB transmission

$$P(E)=\exp\left[-\frac2\hbar\int\sqrt{2m(U-E)}\,ds\right]$$

between the turning points, and unit transmission above the top. Relative to emission over the top alone, the thermal current is multiplied by

$$F=1+\frac1{kT}\int_0^{qV_{\max}}e^{(qV_{\max}-E)/kT}P(E)\,dE .$$

For the light and heavy silicon masses, 0.19 and 0.92 free-electron masses, $F=2.8$ and $1.8$. At 300 K this equals the effect of lowering the barrier by $kT\ln F=27$ and 15 meV. WKB is crude near the sharp top. The exact transmission through the same hill, which includes reflection of electrons above the top, gives $F=2.6$ and $1.6$, or 25 and 12 meV. These two values bracket the result, because the six valleys of silicon conduct in parallel. Weighting each by its transverse masses gives $F=2.4$ for a boundary normal along $\langle100\rangle$ and $2.3$ along $\langle111\rangle$, or 23 and 22 meV. In this model a barrier inferred from the size of the current at 300 K, with tunnelling ignored, would thus lie about 13% below the electrostatic one.

Four further effects were estimated and are smaller at these numbers:

- At 400 K, with the trap depth held fixed, the full barrier at $N^*$ is 170 mV instead of 173.5 mV.
- Degeneracy shifts the Fermi level by 1.3 meV at $4\times10^{18}$ cm$^{-3}$.
- Holes amount to less than $10^{-7}$ of $Q_t$ at the lowest doping in the table.
- The field at a full boundary is 0.23 MV/cm, but the built-in drop of 0.17 V is far below the 1.12 eV gap, so without applied voltage it cannot supply the energy for impact ionization.

Isolated donors 45 meV deep would be only 65% ionized in neutral silicon at $2\times10^{18}$ cm$^{-3}$. This affects the core above the peak, where the table assumes full ionization; at the peak the grain is nearly empty of electrons. Including such donors raises the full barrier by 1.3 mV at $2\times10^{18}$ cm$^{-3}$ and by 3.6 mV at $4\times10^{18}$ cm$^{-3}$. At the higher doping the thermal correction is then 27.4 mV, slightly above $kT/q$, so the limit $kT/q$ derived earlier requires full ionization. These shifts overstate the effect in real silicon: at such doping the donors are no longer isolated, their levels broaden and merge with the conduction band, and ionization is more complete than a fixed 45 meV level gives.

For p-type films the same formulas hold with holes, acceptors and hole traps in place of electrons, donors and electron traps, and the bands bend the other way. The remaining values are in the numerical output.

## Computed results

```
grain width L = 30 nm
trap density Qt = 3.00e+12 cm^-2
relative permittivity = 11.7
temperature = 300 K, kT = 25.85 meV
conduction-band density Nc = 2.816e+19 cm^-3
midgap trap depth = 0.56 eV
peak doping Qt/L = 1.000e+18 cm^-3
peak barrier formula = 173.99 mV = 0.1740 V
peak barrier / (kT/q) = 6.73
Boltzmann factor at peak = 1.19e-03
N (cm^-3), depleted width per side (nm), V depletion (mV),
  V full (mV), trap filling, centre n/N:
  2.50e+17  15.00   43.50   43.50 0.2500 7.90e-08
  5.00e+17  15.00   87.00   87.00 0.5000 6.38e-07
  1.00e+18  15.00  173.99  173.51 0.9982 5.14e-03
  2.00e+18   7.50   87.00  110.05 1.0000 9.04e-01
  4.00e+18   3.75   43.50   67.31 1.0000 9.95e-01
largest depletion error at kT = 2 meV: 2.000 mV
full-solution peak at N L/Qt = 1.0010
full-solution peak height = 173.53 mV
shallow trap depth = 0.20 eV
shallow-trap peak at N L/Qt = 1.290
shallow-trap peak height = 90.16 mV
depth needed, before kT margin = 0.260 eV
full V at N = Qt/(30 nm), L = 15, 30, 60, 120 nm (mV):
  43.50 173.51 198.96 199.82
solver shift, rtol 1e-6 to 1e-9 = 0.006 uV
spherical grain: peak at N L/Qt = 3.000
spherical grain: peak height = 173.99 mV
boundary field, full traps = 0.232 MV/cm
silicon gap used = 1.12 eV
tunnelling current factor, m = 0.19: 2.80
  as barrier lowering = 26.7 meV
tunnelling current factor, m = 0.92: 1.76
  as barrier lowering = 14.7 meV
degeneracy shift of E_F at 4.0e+18 cm^-3 = 1.30 meV
donor depth used = 45 meV
ionized share, neutral Si at 2.0e+18 cm^-3 = 0.65
hole sheet / Qt at lowest doping, at most 2.1e-08
full V at N = Qt/L and 400 K = 170.23 mV
mean dopants in a cube L^3 at peak = 27.0
relative dopant-number spread = 19 %
```
